Spin-orbit splitting of one p electron from total angular momentum

**Q.** A heavy metal atom with one p electron outside closed shells is said to have two p levels, not one. A p electron has three orbitals and two spin directions, so I count six states. What separates them, and what are you assuming?

**A.** The separation comes from the spin-orbit operator, which I take in the form

H_so = ξ(r) L·S.

L is the orbital angular momentum and S the spin, both in units of ħ, so ξ(r) is an energy. I assume a spherically symmetric atom. Without H_so the six states then share one energy E₀ and one normalized radial function R(r). I also assume that H_so is weak compared with the distance from E₀ to the other p levels, so that first-order perturbation theory applies.

Since the six states are degenerate, any combination of them is an equally good starting state. The first-order energies are therefore the eigenvalues of the 6×6 matrix of H_so. L acts on angles and S on spin, so neither touches R(r), and the radial integral is a common factor:

⟨R a| H_so |R b⟩ = ζ ⟨a| L·S |b⟩,

ζ = ∫ ξ(r) R(r)² r² dr, from r = 0 to ∞.

Here a and b label angular and spin states. The number ζ is the radial coupling constant, and I take it as positive. What remains is to find the eigenvalues of L·S.

**Q.** Why is that a problem? Take p₊₁, p₀ and p₋₁ with spin up or down, and multiply the two projections.

**A.** That would keep only the z part of the scalar product. Define L± = L_x ± iL_y and S± = S_x ± iS_y. Multiplying out,

L₊S₋ = L_xS_x + L_yS_y + i(L_yS_x − L_xS_y),

L₋S₊ = L_xS_x + L_yS_y − i(L_yS_x − L_xS_y).

The imaginary parts cancel in the sum, so

L·S = L_zS_z + ½(L₊S₋ + L₋S₊).

The ladder operators act by the usual rule

L±|m⟩ = √[l(l+1) − m(m±1)] |m±1⟩,

and the same rule holds for spin. For l = 1 it gives L₊p₀ = √2 p₊₁ and L₋p₊₁ = √2 p₀. For spin one half it gives S₋↑ = ↓ and S₊↓ = ↑. Hence

⟨p₊₁↓| L·S |p₀↑⟩ = ½ · √2 · 1 = 1/√2 ≈ 0.707.

The product states p₀↑ and p₊₁↓ are mixed, so they are not eigenstates.

**Q.** Then what is left to label the states with?

**A.** The total angular momentum J = L + S. In each term of L·S, either both projections stay the same or one rises by 1 while the other falls by 1. The sum m_j = m_l + m_s is unchanged, so J_z is conserved although L_z is not.

The length of J is more useful still. L and S act on different variables and commute, so L·S = S·L and

J² = (L + S)·(L + S) = L² + S² + 2 L·S.

Solving for the product,

L·S = ½(J² − L² − S²).

For every one of our six states L² = 1·2 = 2 and S² = ½·(3/2) = 3/4. A state with a definite value j(j+1) of J² is therefore an eigenstate of L·S.

**Q.** You need the allowed values of j. I would rather not accept an addition rule on authority.

**A.** They can be constructed. The components of J obey the same commutation rule as those of L and S, because [J_x, J_y] = [L_x, L_y] + [S_x, S_y] = iL_z + iS_z = iJ_z. With J± = J_x ± iJ_y this gives

J₋J₊ = J_x² + J_y² + i[J_x, J_y] = J_x² + J_y² − J_z,

and therefore

J² = J₋J₊ + J_z² + J_z.

If J₊ annihilates a state with projection m, the first term vanishes and J² = m² + m = m(m+1). Such a state has j = m.

Start with p₊₁↑, where m_j = 1 + ½ = 3/2. Neither projection can be raised, so J₊ annihilates it and j = 3/2. Now lower it with J₋ = L₋ + S₋:

J₋ p₊₁↑ = √2 p₀↑ + p₊₁↓.

The squared length of the right side is 2 + 1 = 3, so the normalized state is

|3/2, 1/2⟩ = (√2 p₀↑ + p₊₁↓)/√3.

J₋ commutes with J², so this state also has j = 3/2.

**Q.** That uses one combination of p₀↑ and p₊₁↓. There must be a second.

**A.** The orthogonal one is

χ = (p₀↑ − √2 p₊₁↓)/√3.

Apply J₊ = L₊ + S₊. From p₀↑ one gets √2 p₊₁↑, and from p₊₁↓ one gets p₊₁↑, so

J₊χ = (√2 − √2) p₊₁↑/√3 = 0.

Since χ has m_j = ½ and is annihilated by J₊, it has j = ½.

Repeated lowering takes m_j from j down to −j. This yields four states for j = 3/2 and two for j = ½. States with different J² are orthogonal, and 4 + 2 = 6 accounts for the whole p shell.

**Q.** Now the energies, with the signs shown.

**A.** Insert j(j+1) into the expression for L·S. For j = 3/2, j(j+1) = 15/4:

L·S = ½(15/4 − 2 − 3/4) = ½(1) = +½.

For j = ½, j(j+1) = 3/4:

L·S = ½(3/4 − 2 − 3/4) = ½(−2) = −1.

Multiplication by ζ gives the first-order energies measured from E₀:

E(3/2) = +ζ/2, four states,

E(1/2) = −ζ, two states.

Their difference is

E(3/2) − E(1/2) = ζ/2 − (−ζ) = (3/2)ζ.

With ζ > 0 the pair with j = ½ lies lower. There L·S is negative, so spin and orbital angular momentum are opposed on average.

**Q.** The value −1 surprises me. The product of the projections is never below −½. Can you confirm it without J²?

**A.** Act with L·S directly on the two product states in χ:

L·S p₀↑ = (1/√2) p₊₁↓,

L·S p₊₁↓ = −½ p₊₁↓ + (1/√2) p₀↑.

Take the first minus √2 times the second:

L·S (p₀↑ − √2 p₊₁↓) = (1/√2 + √2/2) p₊₁↓ − p₀↑ = −(p₀↑ − √2 p₊₁↓).

The eigenvalue is −1. The z part L_zS_z cannot reach this value by itself; the mixing terms supply the rest.

There is also a check on the pair of energies. Weighted by the number of states,

4(ζ/2) + 2(−ζ) = 0.

This must be so, because the trace of L·S vanishes: the mixing terms have no diagonal elements, and the values of m_l m_s sum to zero. To first order the centre of gravity stays at E₀, so the smaller group moves twice as far as the larger.

**Q.** Is the factor 3/2 universal, or does it belong to p electrons?

**A.** It belongs to l = 1. For general l ≥ 1 the state with both projections at their maximum has j = l + ½. One step down there are again two product states. One combination belongs to the same ladder. The other, orthogonal to it, has no overlap with the top state after J₊ acts, since that overlap equals its overlap with the lowered top state. J₊ therefore annihilates it, and j = l − ½. The count (2l+2) + 2l = 2(2l+1) is complete. Then

j = l + ½: L·S = ½[(l+½)(l+3/2) − l(l+1) − 3/4] = l/2,

j = l − ½: L·S = ½[(l−½)(l+½) − l(l+1) − 3/4] = −(l+1)/2.

The first-order splitting is (l + ½)ζ, with ζ taken for the orbital in question. For l = 1 this is 3ζ/2, and for a d electron it is 5ζ/2. An s electron has L = 0 and no splitting.

**Q.** So far ζ is a letter. Show me one computed from an orbital.

**A.** I use a model with round parameters that stands for no particular metal. The electron is in the 2p orbital of the potential −1/r in atomic units, with r in bohr, and the coupling is

ξ(r) = A e^(−r), A = 16 eV.

The normalized orbital satisfies R² r² = r⁴ e^(−r)/24. With ∫ r⁴ e^(−2r) dr = 4!/2⁵ = 24/32,

ζ = (A/24)(24/32) = A/32 = 0.500 eV.

The levels lie at +0.250 eV and −0.500 eV from the unsplit level, and the splitting is

1.5 × 0.500 eV = 0.750 eV, or 6049 cm⁻¹.

**Q.** Why a smooth exponential? I would expect a spin-orbit coupling to become very strong near the nucleus.

**A.** Because I also want to go beyond first order. Suppose ξ grew as 1/r³ all the way to r = 0. The first-order integral would still be finite, since R² r² falls as r⁴ there. But for j = ½ the coupling acts as an attraction −ξ(r). Squeezing the electron into a region of size d would cost kinetic energy of order 1/d² and gain energy of order 1/d³. For small d the gain wins, and there is no lowest energy. Such an operator can serve in first order but cannot be diagonalized in full. The smooth model avoids this.

**Q.** Then go beyond first order. An electron in the j = ½ state feels a different force from one in the j = 3/2 state. Why should both keep the same R(r)?

**A.** They do not; the common R(r) is the first-order approximation. In a state of given j, L·S is a number c, equal to ½ or −1, so the radial problem has the perturbation cξ(r). L·S also leaves l unchanged, so 2p mixes only with other p functions. Through second order

E = E₀ + cζ + c²S₂,

S₂ = −Σ |⟨n|ξ|2p⟩|²/(E_n − E₀),

where the sum covers all other radial states with l = 1, including the continuum. Since 2p is the lowest of them, every denominator is positive and S₂ is negative. The splitting becomes

(ζ/2 + S₂/4) − (−ζ + S₂) = (3/2)ζ − (3/4)S₂.

In the model S₂ = −0.121 eV, which gives

0.750 + 0.75 × 0.121 = 0.841 eV.

Diagonalizing the full radial, angular and spin Hamiltonian in a finite basis gives 0.864 eV. The first-order law is thus too low, and the full splitting exceeds it by 15% of the first-order value. The remaining 0.023 eV beyond second order comes from higher orders.

**Q.** What does the orbital do physically?

**A.** Regard c as a continuous parameter. The derivative of an eigenvalue with respect to c is the mean of ξ in the corresponding state, because a normalized eigenstate contributes nothing through its own first-order change. Hence

⟨ξ⟩ = dE/dc ≈ ζ + 2cS₂.

For j = ½ this is about 0.50 + 0.24 = 0.74 eV, and for j = 3/2 about 0.50 − 0.12 = 0.38 eV; terms of order c² and higher are left out. At this coupling strength they are not negligible for j = ½: with them the two means are about 0.81 eV and 0.39 eV. The j = ½ orbital shifts its weight towards the region where ξ is large, which here means small r. The j = 3/2 orbital shifts away from it.

Both second-order shifts are downward, so the centre of gravity falls as well. The full shifts are +0.222 eV and −0.642 eV, and their weighted mean is

[4(0.222) + 2(−0.642)]/6 = −0.066 eV.

The second-order estimate is S₂/2 = −0.061 eV.

**Q.** An error of 15% does not look like a derivation confirmed.

**A.** The claim concerns weak coupling, so the question is whether the discrepancy disappears as the coupling is reduced. Multiply ξ by a factor f. The first-order splitting scales as f and the correction as f², so their ratio should be

−(3/4)S₂f² / [(3/2)ζf] = 0.121 f.

The full diagonalization gives these excesses over the first-order splitting:

f = 1: 15.2%

f = 1/4: 3.2%

f = 1/16: 0.77%

f = 1/64: 0.19%

At f = 1/64 the estimate is 0.121/64 = 0.19%, in agreement. At f = 1 it is 12%, and higher orders supply the difference. The factor 3/2 is the weak-coupling limit, and the leading departure from it has the predicted size.

**Q.** Does a heavy atom then always split by more than 3ζ/2?

**A.** This argument does not show that. The sign of S₂ was fixed because 2p is the lowest p level. The valence p orbital of a heavy atom has other p levels below it, and their terms enter the sum with the opposite sign. The size of the excess, 15%, also belongs to the 2p level and the smooth ξ(r) chosen here. In a real heavy atom the coupling is concentrated near the nucleus, and going beyond first order there requires a relativistic (Dirac) treatment that this model does not stand for. What the model illustrates is only that the two j orbitals can differ appreciably in shape when the coupling is strong. A constant obtained as two thirds of an observed splitting is then an effective value, not the integral over one common orbital. In the model this procedure would return (2/3) × 0.864 = 0.576 eV instead of 0.500 eV.

The derivation also concerns one electron. With two, three or four p electrons in the shell, their mutual repulsion separates levels too, and the 6×6 matrix is no longer the whole problem.

**Q.** In a precursor molecule the metal atom is bound to ligands. May I carry 3ζ/2 over from the free atom?

**A.** Not in general. The surroundings are no longer spherical, and they can separate the three p orbitals even without spin-orbit coupling. The factor 3/2 relied on those orbitals being degenerate. The simplest illustration is an axial field that raises the p₀ orbital, which is p_z, by an energy Δ. This leaves out covalent mixing with ligand orbitals, so it is a test of symmetry and not a model of a given molecule. I again keep only the six states of one p shell, with one common radial function, and diagonalize the field and the coupling together.

The field still conserves m_j. The state p₊₁↑ is alone at m_j = 3/2 and contains no p₀, so its energy stays at ζ/2. For m_j = ½, in the order p₀↑, p₊₁↓, the matrix has diagonal elements Δ and −ζ/2 and off-diagonal element ζ/√2. Its eigenvalues satisfy

(Δ − E)(−ζ/2 − E) − ζ²/2 = 0,

E² − (Δ − ζ/2)E − Δζ/2 − ζ²/2 = 0.

The discriminant is

(Δ − ζ/2)² + 2Δζ + 2ζ² = (Δ + ζ/2)² + 2ζ²,

so that

E = ½(Δ − ζ/2) ± ½√[(Δ + ζ/2)² + 2ζ²].

A half turn about the x axis reverses m_j and leaves the Hamiltonian unchanged, so every level is a pair. There are now three pairs instead of a group of four and a group of two.

**Q.** Does this return to the atomic result, and how far off is it otherwise?

**A.** At Δ = 0 the root is √(9ζ²/4) = 3ζ/2, and E = −ζ/4 ± 3ζ/4. These are ζ/2 and −ζ, as before.

For Δ much larger than ζ, expand the root as Δ + ζ/2 + ζ²/Δ. The lower solution becomes −ζ/2 − ζ²/(2Δ). The two lower pairs, at this energy and at ζ/2, are then separated by

ζ + ζ²/(2Δ),

which tends to ζ and not to 3ζ/2. With p₀ moved far away, the mixing terms lose their effect and only L_zS_z = ±½ remains.

For ζ = 0.500 eV and Δ = 1 eV, the root is √(1.25² + 0.50) = 1.436 eV. The mixed pairs lie at

0.375 − 0.718 = −0.343 eV,

0.375 + 0.718 = 1.093 eV,

with the unmixed pair at 0.250 eV. The two lower pairs are 0.593 eV apart, against 0.750 eV in the free atom with the same ζ. The coupling constant has not changed; the symmetry that produced the factor 3/2 has been lost. The numerical output below gives the values for both cases.

Computed results

```
Eigenvalues of L.S (units of hbar^2): [-1.  -1.   0.5  0.5  0.5  0.5]
Number of states with j = 1/2: 2
Number of states with j = 3/2: 4
L.S element between p0 up and p+1 down: 0.707107
Coupling amplitude A: 16.0000 eV
Radial coupling constant zeta: 0.500000 eV
First-order energy, j = 3/2: +0.250000 eV
First-order energy, j = 1/2: -0.500000 eV
First-order splitting: 0.750000 eV
First-order splitting: 6049.2 cm^-1
Ratio splitting / zeta: 1.500000
Unsplit 2p energy: -3.401423 eV
Full shift, j = 3/2: +0.222098 eV
Full shift, j = 1/2: -0.642032 eV
Second-order radial sum S2 at full strength: -0.121260 eV
Splitting through second order: 0.840945 eV
Coupling scaled by a factor: full splitting, first order, excess
  factor 1.000000: 0.864130 eV, 0.750000 eV, 15.217 %
  factor 0.500000: 0.400605 eV, 0.375000 eV, 6.828 %
  factor 0.250000: 0.193539 eV, 0.187500 eV, 3.221 %
  factor 0.062500: 0.047236 eV, 0.046875 eV, 0.770 %
  factor 0.015625: 0.011741 eV, 0.011719 eV, 0.190 %
Axial field raising p_z, delta: 1.0000 eV
  axial-field pair 1: -0.343070 eV
  axial-field pair 2: +0.250000 eV
  axial-field pair 3: +1.093070 eV
```
